# Why fast electrons excite optical phonons strongly in BN, weakly in silicon

## Definitions and conventions

Formulas are in Hartree atomic units, with electron charge \(-1\). The microscopic test model is quoted in bohr, the worked example in nm and meV. A beam electron of speed \(v\) and momentum \(k_0=\gamma v\), with \(\gamma=(1-v^2/c^2)^{-1/2}\), transfers wavevector \(\mathbf q\) and energy \(\omega\) to one phonon. For small losses and angles, energy conservation reads \(\omega=\mathbf q\cdot\mathbf v\), so

\[
q^2=q_\perp^2+(\omega/v)^2 .
\]

Let every atom of type \(\kappa\) at position \(\mathbf X\) move by \(\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf X}\). The charge of nuclei and electrons together then changes, per cell, by

\[
\delta\rho(\mathbf q)=-i\sum_\kappa \mathbf q\cdot\mathcal Z_\kappa(\mathbf q)\cdot\mathbf u_\kappa ,\qquad \rho(\mathbf q)=\int\rho(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}d^3r .
\]

This defines the effective charge \(\mathcal Z_\kappa(\mathbf q)\). The electrons are taken to follow the atoms adiabatically, which requires phonon energies far below the band gap. The polar crystal is cubic BN; hexagonal BN needs a dielectric tensor.

## From moved charge to cross-section

The beam electron has potential energy \(-\phi\), and Poisson's equation gives \(\phi(\mathbf q)=4\pi\delta\rho(\mathbf q)/q^2\). The golden rule, with incident flux \(v\) and density of final states \(k_1^2\,d\Omega/[(2\pi)^3v]\), gives for \(k_1\simeq k_0=\gamma v\)

\[
\frac{d\sigma}{d\Omega}=\frac{2\pi}{v}\,\frac{k_0^2}{(2\pi)^3v}\left|\frac{4\pi\,\delta\rho}{q^2}\right|^2=\frac{4\gamma^2}{q^4}|\delta\rho|^2 .
\]

In a crystal of \(N\) cells, creating one phonon means a displacement amplitude \(\mathbf e_\kappa\sqrt{(n+1)/(2NM_\kappa\omega)}\), where \(n\) is the thermal occupation and \(\sum_\kappa|\mathbf e_\kappa|^2=1\). The \(N\) cells add in phase, so the squared charge is \(N^2/N=N\) times a cell quantity. Per cell,

\[
\frac{d\sigma}{d\Omega}=\gamma^2\,\frac{4}{q^4}\,\frac{n+1}{2\omega}\left|\sum_\kappa\frac{\mathbf q\cdot\mathcal Z_\kappa\cdot\mathbf e_\kappa}{\sqrt{M_\kappa}}\right|^2 . \tag{1}
\]

This is the first Born approximation for one scattering event, with the Debye–Waller factor set to one. The two materials compared here, BN and silicon, differ mainly through \(\mathcal Z_\kappa(\mathbf q)\) at small \(q\).

## First contribution: the nucleus screened by a rigid atom

Suppose each atom carried its free-atom electron density \(n(r)\) along rigidly. Then \(\mathcal Z=Z-f(q)\), with \(f\) the Fourier transform of \(n\). Since \(n\) integrates to \(Z\),

\[
Z-f(q)=\int n(r)\left[1-\frac{\sin qr}{qr}\right]d^3r\;\to\;\frac{q^2}{6}\langle r^2\rangle ,
\]

where \(\sin x/x=1-x^2/6+\dots\) and \(\langle r^2\rangle\) is summed over all electrons.

Restricted open-shell Hartree–Fock densities in the def2-SVP basis, which omit correlation, give these values:

| atom | \(Z-f\) at 1/nm | at 20/nm | at 200/nm |
|---|---|---|---|
| B | 0.0074 | 1.8 | 4.6 |
| N | 0.0056 | 1.7 | 6.2 |
| Si | 0.0147 | 3.5 | 12.5 |

In the larger def2-QZVP basis the silicon value at 1/nm rises by 2%, to 0.0150; the other entries move by about 1% or less. Including correlation by coupled-cluster theory in the def2-SVP basis shifts the values at 1/nm by up to 2%: about \(-1.8\%\) for B, \(+0.3\%\) for N and \(-1.5\%\) for Si.

At 1/nm the nucleus is hidden in all three atoms, and silicon has the largest remainder. Screening of nuclear charge therefore explains why small-angle scattering from rigid atoms is weak, but it does not separate BN from silicon. At 200/nm most of the nuclear charge is visible again, so silicon's weakness belongs to small angles.

## Second contribution: electrons that deform

In a solid, electrons flow between atoms as these move. Let \(g_\alpha(\mathbf r)\) be the total charge change per unit displacement of one atom along \(\alpha\), at zero macroscopic field, with \(\mathbf r\) measured from that atom. Its integral vanishes because charge is conserved. Expanding \(e^{-i\mathbf q\cdot\mathbf r}\) gives, with repeated indices summed,

\[
g_\alpha(\mathbf q)=-iq_\beta Z^*_{\beta\alpha}-\tfrac12q_\beta q_\gamma Q_{\alpha\beta\gamma}+\dots
\]

The Born effective charge is \(Z^*_{\beta\alpha}=\int r_\beta g_\alpha\,d^3r\), and the dynamical quadrupole is \(Q_{\alpha\beta\gamma}=\int r_\beta r_\gamma g_\alpha\,d^3r\). A rigid neutral atom has neither; its first term in \(g_\alpha\) is of order \(q^3\).

Symmetry fixes what survives:

- **Born charge.** The tetrahedral site makes \(Z^*_{\beta\alpha}\) isotropic. Translating the whole crystal moves neutral cells and creates no polarization change, so the charges in a cell sum to zero. In BN this leaves \(+Z^*\) on boron and \(-Z^*\) on nitrogen. In silicon, inversion about the bond centre exchanges the two atoms and leaves a second-rank tensor unchanged, so their charges are equal. Equal charges with zero sum vanish.
- **Quadrupole.** The twofold axes remove every component of \(Q_{\alpha\beta\gamma}\) except those with three different indices. The threefold axes and the symmetry in \(\beta\gamma\) make these six equal to one number \(Q\). Inversion reverses a third-rank tensor, so the two silicon atoms carry \(+Q\) and \(-Q\).

## Third contribution: screening of the macroscopic field

A longitudinal wave creates a macroscopic field, which the expansion above left out. Let \(\bar\rho\) be the charge at zero field and \(\rho\) the total. The field polarizes the electrons, which add \(-(\varepsilon_\infty-1)q^2\phi/4\pi=-(\varepsilon_\infty-1)\rho\). Hence

\[
\rho=\bar\rho-(\varepsilon_\infty-1)\rho\quad\Rightarrow\quad\rho=\bar\rho/\varepsilon_\infty .
\]

The small-\(q\) limit of the longitudinal charge is thus \(Z^*/\varepsilon_\infty\), not \(Z^*\).

A chain of charged ion sheets tests this limit. Its electrons are treated in the Hartree mean field, without exchange or correlation. With ion charges 0.75 and 1.25, the Born charge follows from the shift of the electronic centre (a Berry phase) when one ion is displaced: \(Z^*=0.570\) on the first ion. A linear-response calculation at \(q=0.002\)/bohr gives \(\varepsilon_\infty=12.12\), so the prediction is \(0.570/12.12=0.0470\). The effective charge computed directly in the same linear-response calculation, without use of the Born charge, is also 0.0470.

With two equal ions, the Born charge vanishes to the printed digits. The optical effective charge is then about \(3\times10^{-5}\) at \(q=0.01\)/bohr and doubles, within the tested 5%, at 0.02/bohr, as a quadrupole requires. The linear law does not last: the magnitude is about \(8\times10^{-5}\) at 0.035/bohr, only \(6\times10^{-5}\) at 0.07/bohr, and \(1.3\times10^{-4}\) at 0.1/bohr. This is consistent with a cubic term of opposite sign that cancels the linear one near 0.08/bohr. At 4.29/bohr the effective charge is 99% of the bare ion's: the electrons no longer hide it.

## The polar crystal

In the long-wave optical mode the centre of mass rests, so \(\sqrt{M_1}\,\mathbf e_1+\sqrt{M_2}\,\mathbf e_2=0\). With \(1/\mu=1/M_1+1/M_2\), normalization gives \(\mathbf e_1=\sqrt{\mu/M_1}\,\hat{\mathbf e}\) and \(\mathbf e_2=-\sqrt{\mu/M_2}\,\hat{\mathbf e}\). Transverse modes have \(\mathbf q\cdot\hat{\mathbf e}=0\) and drop out at this order, as long as retardation is neglected. For the longitudinal (LO) mode the sum in (1) is

\[
\frac{qZ^*}{\varepsilon_\infty}\sqrt\mu\left(\frac1{M_1}+\frac1{M_2}\right)=\frac{qZ^*}{\varepsilon_\infty\sqrt\mu},
\qquad
\frac{d\sigma}{d\Omega}=\frac{2\gamma^2(n+1)Z^{*2}}{\mu\,\omega\,\varepsilon_\infty^2\,q^2}. \tag{2}
\]

The Coulomb factor \(1/q^4\) outweighs the dipole factor \(q^2\). The growth towards small angles stops at \(q=\omega/v\). With \(d\Omega=d^2q_\perp/k_0^2\) and \(\int d^2q_\perp/q^2=\pi\ln(1+q_c^2v^2/\omega^2)\) up to the collection limit \(q_c\),

\[
\sigma_{\rm p}=\frac{2\pi(n+1)Z^{*2}}{\mu\,\omega\,\varepsilon_\infty^2v^2}\ln\!\left(1+\frac{q_c^2v^2}{\omega^2}\right). \tag{3}
\]

The dielectric description must give the same rate. For relative displacement \(u\) and cell volume \(V\), the longitudinal field is \(-4\pi Z^*u/(V\varepsilon_\infty)\). Its force \(Z^*E\) stiffens the LO mode relative to the transverse (TO) one:

\[
\omega_{\rm LO}^2-\omega_{\rm TO}^2=\frac{4\pi Z^{*2}}{V\mu\,\varepsilon_\infty}.
\]

From \(\varepsilon=\varepsilon_\infty(\omega_{\rm LO}^2-\omega^2)/(\omega_{\rm TO}^2-\omega^2)\), the pole of \(-1/\varepsilon\) gives

\[
\operatorname{Im}\frac{-1}{\varepsilon}=\frac{\pi(\omega_{\rm LO}^2-\omega_{\rm TO}^2)}{2\varepsilon_\infty\omega_{\rm LO}}\,\delta(\omega-\omega_{\rm LO})=\frac{2\pi^2Z^{*2}}{V\mu\,\varepsilon_\infty^2\,\omega_{\rm LO}}\,\delta(\omega-\omega_{\rm LO}).
\]

The retarding force of the induced field on the electron is \(\int\frac{d^3q}{(2\pi)^3}\frac{4\pi q_\parallel}{q^2}\operatorname{Im}\frac{-1}{\varepsilon}\). Put \(q_\parallel=\omega/v\), add the equal contributions of both signs of \(\omega\), and divide by the energy \(\omega\) per event. The event rate per length is

\[
\frac{dP}{d\ell}=\frac1{\pi v^2}\int_0^\infty d\omega\,\operatorname{Im}\frac{-1}{\varepsilon}\,\ln\!\left(1+\frac{q_c^2v^2}{\omega^2}\right)=\frac{\sigma_{\rm p}}{(n+1)V}.
\]

The factor \(n+1\) is absent because this is loss minus gain, and \((n+1)-n=1\). For the example below, numerical integration with damping \(0.002\,\omega_{\rm LO}\) over \(0.5\)–\(1.5\,\omega_{\rm LO}\) gives 0.9987 of the charge formula. As a function of \(\omega^2\), the damped line is a Lorentzian of half-width \(0.002\,\omega_{\rm LO}^2\), and the window runs from \(0.25\) to \(2.25\,\omega_{\rm LO}^2\). The weight this Lorentzian places outside the window is \((0.002/\pi)(1/0.75+1/1.25)\approx0.0014\), which matches the difference to within 0.0001. Of this, about \(0.002/\pi\approx0.0006\) lies at negative \(\omega^2\), where there is no real frequency, so a wider window would recover only the rest.

## The nonpolar crystal

In silicon the optical eigenvectors are \(\pm\hat{\mathbf e}/\sqrt2\). Their corrections of order \(q\) multiply \(\mathcal Z_1+\mathcal Z_2\), which is itself of order \(q^2\), and are dropped. For motion along \(x\), the components \(Q_{xyz}\) and \(Q_{xzy}\) cancel the factor \(\tfrac12\), and the opposite quadrupoles add because the atoms move oppositely:

\[
\sum_\kappa\frac{\mathbf q\cdot\mathcal Z_\kappa\cdot\mathbf e_\kappa}{\sqrt M}=-i\,\frac{2}{\sqrt{2M}}\,\frac{Q\,q_yq_z}{\varepsilon_\infty}=-i\,\frac{Q\,q_yq_z}{\varepsilon_\infty\sqrt\mu},\qquad\mu=\frac M2 .
\]

Summing squares over the three polarizations gives \(q_y^2q_z^2+q_z^2q_x^2+q_x^2q_y^2\). For a beam along the cube axis \(z\) and \(q_\perp\gg\omega/v\), this is \(q^4\sin^2(2\varphi)/4\), with azimuthal mean \(q^4/8\). The \(q^4\) cancels the Coulomb factor:

\[
\frac{d\sigma}{d\Omega}=\frac{2\gamma^2(n+1)Q^2}{8\mu\,\omega\,\varepsilon_\infty^2},\qquad
\sigma_{\rm n}=\frac{2(n+1)Q^2}{8\mu\,\omega\,\varepsilon_\infty^2v^2}\,\pi q_c^2 . \tag{4}
\]

There is no \(1/q^2\) growth towards small angles. Near \(q_\perp\approx\omega/v\) the azimuthal mean does rise to about 2.3 times its plateau, but this region is far too small to affect \(\sigma_{\rm n}\). At \(q_\perp=0\), where \(\mathbf q\) lies along \(z\), this leading amplitude vanishes.

## Weighing the contributions

Take 60 keV electrons (\(v/c=0.446\), \(k_0=1291\)/nm), a collection half-angle of 1 mrad (\(q_c=1.29\)/nm) and 300 K. The material parameters are round values in the rough regimes of cubic BN and silicon:

| | BN-like | Si-like |
|---|---|---|
| leading moment | \(Z^*=1.9\) | \(Q=0.70\) e nm |
| \(\varepsilon_\infty\) | 4.5 | 12 |
| phonon energy (meV) | 160 | 64 |
| masses (u) | 10.8, 14.0 | 28.1, 28.1 |
| \(n+1\) | 1.002 | 1.092 |

To use ordinary units, multiply (3) and (4) by \(K^2\) with \(K=1.44\) eV nm, and write \(\mu v^2=\mu c^2(v/c)^2\). The reduced masses are 6.10 u and 14.05 u, and 1 u is 931.5 MeV. The logarithm is 13.13, so

\[
\sigma_{\rm p}=\frac{2\pi(1.002)(0.422)^2(1.44)^2(13.13)}{(5.68\times10^9)(0.160)(0.199)}\ \text{nm}^2\approx1.7\times10^{-7}\ \text{nm}^2,
\]

\[
\sigma_{\rm n}=\frac{2(1.092)(0.70/12)^2(1.44)^2\,\pi(1.29)^2/8}{(1.309\times10^{10})(0.064)(0.199)}\ \text{nm}^2\approx6.0\times10^{-11}\ \text{nm}^2 .
\]

The ratio is about 2800 per cell. It rests on the leading quadrupole term up to \(q_c\), which is 0.068/bohr. In the chain higher orders already matter there; their size in silicon is not determined here. At a fixed \(q=1\)/nm the differential ratio separates into factors:

\[
\underbrace{8\left(\tfrac{1.9}{0.70}\right)^2}_{59}\;\underbrace{\left(\tfrac{12}{4.5}\right)^2}_{7.1}\;\underbrace{\tfrac{14.05\times64}{6.10\times160}}_{0.92}\;\underbrace{\tfrac{1.002}{1.092}}_{0.92}\approx355 .
\]

Dipole against quadrupole dominates, and silicon's stronger electronic screening adds a factor of seven. Masses, energies and temperature nearly balance. The ratio grows as \(1/q^2\), to about \(3.5\times10^4\) at 0.1/nm. Half of the polar signal lies below \(q_\perp=0.048\)/nm, or 0.04 mrad.

## Where real specimens depart from this

The BN-like parameters imply a TO energy of 131 meV and a static dielectric constant of 6.8, close to the rough values for cubic BN, 130 meV and 7. A 50 nm slab gives a loss probability of \(7\times10^{-4}\), so repeated small-angle excitation of this LO mode is minor.

The slab's surfaces matter more. A share of 37% of the bulk polar signal comes from \(q_\perp\) below the inverse thickness \(1/t\). In a slab, the potential of an LO wave vanishes at both faces. For \(\omega t/v\ll1\), summing over such standing waves multiplies the bulk signal at each \(q_\perp\) by \(1-\tanh(q_\perp t/2)/(q_\perp t/2)\). This leaves about 0.4 of the LO signal, and a ratio near 1200 to the silicon value above. Surface modes, mostly at lower energies, add further loss that is not counted here, and it is not small. Solving Poisson's equation for this slab without retardation puts it at about four times the bulk LO signal, or ten times the LO signal that remains. The ratio above therefore describes the LO loss alone, not the total loss of the slab. Retardation of transverse fields sets in near 0.002/nm, also below \(1/t\); for this slab it raises the absorbed surface loss by less than a tenth. In an extended crystal the static dielectric constant times \(v^2/c^2\) is 1.3, above one, so transverse fields add Cherenkov loss below the TO energy, about 0.14 of the LO signal, which (3) does not contain.

For silicon an omission that can matter more, depending on crystal orientation, is Bragg diffraction. A diffracted electron can scatter from a phonon at \(q\approx G\), where the nuclei are partly visible, and return to the forward detector. Summed over all six modes, rigid atoms contribute \(2F^2G^2/M\) to the squared sum in (1), with \(F=Z-f(G)\). For the 111 reflection the two atoms scatter a quarter period out of phase, so half of this belongs to the optical modes:

\[
\frac{d\sigma}{d\Omega}\approx\frac{2\gamma^2(n+1)F^2}{M\,\omega\,G^2}.
\]

With the representative values \(G=20.15\)/nm (the 111 reflection) and \(F=3.48\), and with the whole beam counted as diffracted, the cross-section into the detector is \(2.1\times10^{-9}\) nm². That is 35 times the direct quadrupole signal. The bulk BN-like signal is still about 80 times larger. This is an order-of-magnitude estimate with free-atom form factors, for orientations that excite 111-type reflections.

A beam along the cube axis, as assumed in (4), mainly excites 220- and 400-type reflections instead. For these the two atoms scatter in phase, so their opposite optical displacements cancel at \(q=G\) if the atoms are rigid, and the estimate above does not apply. Whether diffraction governs the forward silicon signal thus depends on orientation. Even in the 111 estimate, silicon stays weak relative to BN. The numerical output gives the remaining values.

## Computed values

```
Chain: period, bond, ion width (bohr): 6.0 2.0 0.4
Chain: area per atom column (bohr^2): 12.0
Polar chain ion charges (e): 0.75 1.25
Polar chain Born charges (e): 0.5698 -0.5698
Polar chain eps_inf: 12.1212
Polar chain Zborn/eps_inf, atom 1 (e): 0.0470
Polar chain Zeff at q=0.002/bohr, atom 1 (e): 0.0470
Covalent chain Born charge magnitude (e): 0.0000
q=0.01/bohr: optical |Zeff| polar, covalent (e): 0.04699 0.00003
q=0.02/bohr: optical |Zeff| polar, covalent (e): 0.04695 0.00005
q=0.10/bohr: optical |Zeff| polar, covalent (e): 0.04561 0.00013
Covalent chain, q=4.29/bohr: Zeff/bare ion: 0.9896
B atom ROHF/def2-SVP <r^2> (bohr^2): 15.88
B Z-f at 1, 20, 200 /nm (e): 0.00740 1.827 4.599
N atom ROHF/def2-SVP <r^2> (bohr^2): 11.93
N Z-f at 1, 20, 200 /nm (e): 0.00557 1.734 6.229
Si atom ROHF/def2-SVP <r^2> (bohr^2): 31.56
Si Z-f at 1, 20, 200 /nm (e): 0.01471 3.455 12.491
Beam (keV), half-angle (mrad), slab (nm): 60.0 1.0 50.0
Temperature 300 K: kT (meV): 25.85
v/c: 0.4462;  k0 (1/nm): 1291.2
Largest collected q (1/nm): 1.291
Polar: a (nm), Zborn (e), eps_inf: 0.36 1.9 4.5
Polar: LO energy (meV), masses (u): 160 10.8 14.0
Nonpolar: a (nm), Q (e nm), eps_inf: 0.54 0.70 12.0
Nonpolar: optical energy (meV), mass (u): 64 28.1
Phonon occupation polar, nonpolar: 0.0021 0.0918
Polar: Zborn/eps_inf (e): 0.4222
Polar: derived TO energy (meV): 130.6
Polar: derived static dielectric constant: 6.75
Polar: smallest q = omega/v (1/nm): 0.00182
Polar: logarithm ln(1+qc^2 v^2/omega^2): 13.13
Polar: cross-section per cell (nm^2): 1.689e-07
Nonpolar: cross-section per cell (nm^2): 6.048e-11
Ratio polar/nonpolar per cell: 2793
Ratio polar/nonpolar per volume: 9426
Ratio of differential cross-sections at q=0.01/nm: 3.55e+06
Ratio of differential cross-sections at q=0.1/nm: 3.55e+04
Ratio of differential cross-sections at q=1.0/nm: 355
Loss rate, dielectric/charge formula: 0.9987
Polar: loss probability in slab: 7.241e-04
Nonpolar: loss probability in slab: 7.682e-08
Polar: half of signal lies below q_perp (1/nm): 0.0484
Neglected: polar share with q_perp < 1/thickness: 0.366
Neglected: photon wavevector sqrt(eps0)*omega/c (1/nm): 0.00211
Nonpolar: G111 (1/nm), Si atom Z-f there (e): 20.15 3.484
Neglected: Bragg-assisted, whole beam diffracted (nm^2): 2.125e-09
Ratio polar / Bragg-assisted nonpolar per cell: 79.5
```
